# Axial Ward-Takahashi identity and the massless pseudoscalar in rainbow-ladder truncation

## The question

A massless fermion coupled to a vector field keeps its chirality at every interaction. If the interaction is strong enough, the propagator may nevertheless acquire a mass function that no finite order of perturbation theory would give. The equations still have chiral symmetry, but the propagator no longer shows it. The symmetry must then appear elsewhere, and it does so as a massless pseudoscalar bound state.

Any calculation of the propagator and of the bound state truncates two infinite sets of diagrams. If the two truncations do not fit together, the squared mass of the bound state is in general shifted away from zero. We therefore need the identity that links propagator and vertices, and a proof that a definite truncation respects it.

## Conventions

The metric is Euclidean, with Hermitian matrices obeying \(\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}\), \(\gamma_5\gamma_\mu=-\gamma_\mu\gamma_5\) and \(\gamma_5^2=1\). A particle of mass \(M\) has \(P^2=-M^2\). We write \(\int_q=\int d^4q/(2\pi)^4\), \(k_\pm=k\pm P/2\), and

\[
S^{-1}(p)=i\gamma\cdot p\,A(p^2)+B(p^2),\qquad S_0^{-1}(p)=i\gamma\cdot p+m .
\]

There are two flavours with the same mass \(m\) and the same coupling to the vector field. Let \(T\) be a traceless flavour matrix and define

\[
j_{5\mu}=\bar\psi\gamma_5\gamma_\mu T\psi,\qquad j_5=\bar\psi\gamma_5T\psi .
\]

Because \(\mathrm{tr}\,T=0\), the change of variables used below has no anomalous Jacobian, and diagrams in which the current sits on a separate closed fermion loop vanish. For the flavour-singlet current neither statement holds, and the identity acquires an anomaly term.

## The identity from a change of variables

In the path integral with weight \(e^{-\mathcal S}\), substitute

\[
\delta\psi=i\alpha(x)\gamma_5T\psi,\qquad \delta\bar\psi=i\alpha(x)\bar\psi\gamma_5T .
\]

The vector coupling \(i\bar\psi\gamma_\mu a_\mu\psi\) does not change, since \(\gamma_5\gamma_\mu+\gamma_\mu\gamma_5=0\). In the kinetic term the same cancellation leaves only the derivative of \(\alpha\), while the mass term gives two equal pieces:

\[
\delta\mathcal S=\int d^4z\,\big[i(\partial_\mu\alpha)\bar\psi\gamma_\mu\gamma_5T\psi+2im\alpha\,\bar\psi\gamma_5T\psi\big]
=\int d^4z\; i\alpha\,[\partial_\mu j_{5\mu}+2mj_5].
\]

The last form follows from an integration by parts and \(\gamma_\mu\gamma_5=-\gamma_5\gamma_\mu\); the two minus signs cancel. A change of variables cannot alter \(\langle\psi(x)\bar\psi(y)\rangle\), so \(\langle\delta\mathcal S\,\psi\bar\psi\rangle=\langle\delta(\psi\bar\psi)\rangle\). Comparing the coefficients of \(i\alpha(z)\),

\[
\langle[\partial_\mu j_{5\mu}+2mj_5](z)\,\psi(x)\bar\psi(y)\rangle
=\delta(z-x)\gamma_5T\,S(x-y)+\delta(z-y)S(x-y)\gamma_5T .
\]

The amputated vertices are defined by the Fourier representation

\[
\langle j(z)\psi(x)\bar\psi(y)\rangle=\int_{k_+}\!\int_{k_-}e^{ik_+\cdot(x-z)}e^{ik_-\cdot(z-y)}\,S(k_+)\,\Gamma(k;P)\,T\,S(k_-),
\]

so that at tree level \(\Gamma_{5\mu}=\gamma_5\gamma_\mu\) and \(\Gamma_5=\gamma_5\). The \(z\)-dependence is \(e^{-iP\cdot z}\), hence \(\partial_\mu\to-iP_\mu\). The first contact term becomes \(\gamma_5S(k_-)\) and the second \(S(k_+)\gamma_5\):

\[
S(k_+)\,[-iP_\mu\Gamma_{5\mu}+2m\Gamma_5]\,S(k_-)=\gamma_5S(k_-)+S(k_+)\gamma_5 .
\]

Multiply by \(S^{-1}(k_+)\) from the left, by \(S^{-1}(k_-)\) from the right, and by \(i\):

\[
\boxed{P_\mu\Gamma_{5\mu}(k;P)=S^{-1}(k_+)i\gamma_5+i\gamma_5S^{-1}(k_-)-2im\Gamma_5(k;P)}
\]

At tree level the right side is \(-\gamma\cdot k_+\gamma_5-\gamma_5\gamma\cdot k_-+2im\gamma_5-2im\gamma_5=\gamma_5\gamma\cdot(k_+-k_-)=\gamma_5\gamma\cdot P\), as it should be.

## The truncation

Let \(D_{\mu\nu}(q)\) be the exchange function with the coupling squared included, symmetric in its indices and even in \(q\). Each exchange brings two vertex factors \(-i\gamma\), whose product supplies a minus sign. In \(S=S_0-S_0\Sigma S\) this sign is already displayed, so the rainbow equation is

\[
S^{-1}(p)=S_0^{-1}(p)+\Sigma(p),\qquad \Sigma(p)=\int_qD_{\mu\nu}(p-q)\gamma_\mu S(q)\gamma_\nu .
\]

In the vertex equation the sign remains visible. With \(\Gamma^{(0)}\) the tree vertex, the ladder equation is

\[
\Gamma(k;P)=\Gamma^{(0)}-\int_qD_{\mu\nu}(k-q)\,\gamma_\mu S(q_+)\Gamma(q;P)S(q_-)\gamma_\nu .
\]

Crossed exchanges and corrections to the fermion-boson vertex are left out of both equations.

## Why the truncation keeps the identity

Define \(W(k)=S^{-1}(k_+)i\gamma_5+i\gamma_5S^{-1}(k_-)\). Between two propagators it collapses:

\[
S(q_+)W(q)S(q_-)=i\gamma_5S(q_-)+S(q_+)i\gamma_5 .
\]

Insert this into the ladder integral. In the first term \(\gamma_5\) moves left through \(\gamma_\mu\), in the second it moves right through \(\gamma_\nu\). Each move gives one minus sign, which cancels the one in front:

\[
-\int_qD_{\mu\nu}\gamma_\mu[i\gamma_5S(q_-)+S(q_+)i\gamma_5]\gamma_\nu
=\int_qD_{\mu\nu}\big[i\gamma_5\gamma_\mu S(q_-)\gamma_\nu+\gamma_\mu S(q_+)\gamma_\nu i\gamma_5\big].
\]

Since \(k-q=k_\pm-q_\pm\), shifting the integration variable turns the right side into \(i\gamma_5\Sigma(k_-)+\Sigma(k_+)i\gamma_5\). Subtracting this from \(W\) leaves only bare inverse propagators:

\[
W-\big[\Sigma(k_+)i\gamma_5+i\gamma_5\Sigma(k_-)\big]=S_0^{-1}(k_+)i\gamma_5+i\gamma_5S_0^{-1}(k_-)=\gamma_5\gamma\cdot P+2im\gamma_5 .
\]

Thus \(W\) solves the ladder equation with source \(\gamma_5\gamma\cdot P+2im\gamma_5\). By linearity, \(P_\mu\Gamma_{5\mu}+2im\Gamma_5\) solves the same equation with the same source. The solution is unique unless the homogeneous equation has a solution at that \(P\), so the two agree. At the exceptional momenta, where the vertices have bound-state poles, the identity holds by continuation in \(P\).

The proof used three properties:

- The same \(D_{\mu\nu}\) appears in both equations, and the propagators in the ladder equation are the solutions of the rainbow equation.
- Each vertex contains one \(\gamma\) matrix. For a scalar exchange with unit matrices at its vertices, \(\gamma_5\) would pass without a sign and the argument would fail; such a coupling breaks chiral symmetry in the action itself.
- The integrals converge, or are regulated so that shifts and an anticommuting \(\gamma_5\) are allowed. A sharp momentum cutoff does not permit the shift, unless it lies where the integrand is already negligible.

## The chiral limit: a massless bound state

Set \(m=0\) and let \(P\to0\). The \(\gamma\cdot k\,A\) terms in \(W\) cancel by anticommutation, the \(B\) terms add, and

\[
P_\mu\Gamma_{5\mu}(k;P)\to2i\gamma_5B(k^2).
\]

If \(\Gamma_{5\mu}\) stayed bounded, the left side would vanish. With \(B\neq0\) it must therefore be singular, and its part along \(P_\mu\) behaves as

\[
\Gamma_{5\mu}^{\parallel}=\frac{P_\mu}{P^2}\,P_\nu\Gamma_{5\nu}\to\frac{P_\mu}{P^2}\,2i\gamma_5B(k^2).
\]

This is the form produced by a massless pseudoscalar coupled to the axial current. In the truncated theory the bound state can be exhibited directly. With \(\Delta=q^2A^2+B^2\) and \(S=(-i\gamma\cdot q\,A+B)/\Delta\),

\[
S\gamma_5S=\gamma_5\frac{(B+i\gamma\cdot q\,A)(B-i\gamma\cdot q\,A)}{\Delta^2}=\frac{\gamma_5}{\Delta}.
\]

Try \(\Gamma=\gamma_5E(k^2)\) in the homogeneous ladder equation at \(P=0\). Since \(-\gamma_\mu\gamma_5\gamma_\nu=\gamma_5\gamma_\mu\gamma_\nu\), and \(D_{\mu\nu}\gamma_\mu\gamma_\nu=D_{\rho\rho}\) for symmetric \(D_{\mu\nu}\),

\[
E(k^2)=\int_qD_{\rho\rho}(k-q)\frac{E(q^2)}{\Delta(q^2)} .
\]

The part of the rainbow equation without \(\gamma\) matrices reads

\[
B(k^2)=m+\int_qD_{\rho\rho}(k-q)\frac{B(q^2)}{\Delta(q^2)} .
\]

For \(m=0\) these are the same equation, so \(E\propto B\) is a solution at \(P^2=0\). The equation that generates the mass is also the equation that binds the massless state.

If \(B=0\), the limit of \(P_\mu\Gamma_{5\mu}\) is zero and nothing is forced. A mass put in by hand also forces nothing: for \(m\neq0\) the inhomogeneous term \(m\) spoils the equality. Without a massless state the left side of the identity vanishes at \(P=0\), which gives

\[
\Gamma_5(k;0)=\gamma_5\,B(k^2)/m .
\]

The pseudoscalar vertex is thus large when most of \(B\) is dynamical. This is the trace of a bound state that is light but no longer massless.

## The bound-state mass for nonzero m

Let \(\Gamma\) be the homogeneous solution at \(P^2=-M^2\), let \(\chi(q)=S(q_+)\Gamma S(q_-)\), and define

\[
fP_\mu=\int_q\mathrm{tr}[\gamma_5\gamma_\mu\chi],\qquad ir=\int_q\mathrm{tr}[\gamma_5\chi].
\]

The normalization of \(\Gamma\) cancels in \(r/f\). Take the trace of \(\chi\) with the reversed combination \(\bar W(q)=S^{-1}(q_-)i\gamma_5+i\gamma_5S^{-1}(q_+)\). The inverse propagators cancel against those in \(\chi\):

\[
\int_q\mathrm{tr}[\bar W\chi]=\int_q\mathrm{tr}[i\gamma_5S(q_+)\Gamma+i\gamma_5\Gamma S(q_-)].
\]

Replace \(\Gamma(q)\) by \(-\int_lD_{\mu\nu}(q-l)\gamma_\mu\chi(l)\gamma_\nu\) and rotate each trace until \(\chi(l)\) stands first:

\[
-\int_q\!\int_lD_{\mu\nu}\,\mathrm{tr}\big[\chi(l)\{\gamma_\nu i\gamma_5S(q_+)\gamma_\mu+\gamma_\nu S(q_-)i\gamma_5\gamma_\mu\}\big].
\]

Moving \(\gamma_5\) outward past one \(\gamma\) matrix in each term removes the minus sign, and the \(q\) integral produces self-energies:

\[
\int_l\mathrm{tr}\big[\chi(l)\{i\gamma_5\Sigma(l_+)+\Sigma(l_-)i\gamma_5\}\big].
\]

Subtract this from \(\int\mathrm{tr}[\bar W\chi]\). Only bare inverse propagators survive:

\[
0=\int_l\mathrm{tr}\big[\chi\{S_0^{-1}(l_-)i\gamma_5+i\gamma_5S_0^{-1}(l_+)\}\big]
=\int_l\mathrm{tr}\big[\chi\{-\gamma_5\gamma\cdot P+2im\gamma_5\}\big].
\]

In terms of \(f\) and \(r\) this says \(fP^2=2im\,(ir)=-2mr\). With \(P^2=-M^2\),

\[
\boxed{fM^2=2mr}
\]

No expansion in \(m\) was made. As \(m\to0\), \(f\) stays nonzero: the singular part of \(\Gamma_{5\mu}\) is proportional to the overlap of the current with the bound state, and the previous part showed that it does not vanish. Nor does \(r\) vanish: for \(\Gamma\propto\gamma_5B\) at \(P=0\), \(\int_q\mathrm{tr}[\gamma_5\chi]\propto4\int_qB/\Delta\), which is positive for a positive \(B\). With \(r/f\) finite and nonzero, \(M^2\) is then linear in \(m\) to leading order.

## A worked model

Take the effective exchange

\[
D_{\mu\nu}(q)=\delta_{\mu\nu}\frac{4\pi^2\kappa}{\omega^2}e^{-q^2/\omega^2},\qquad \omega=0.5\ \text{GeV},\quad\kappa=6 .
\]

These are round model parameters, and the exchange is not the photon propagator. The Gaussian makes the self-energy integral converge, so shifts are allowed and no renormalization constants are needed. From \(\gamma_\mu\gamma_\mu=4\) and \(\gamma_\mu\gamma\cdot q\,\gamma_\mu=-2\gamma\cdot q\), with \(D\) the coefficient of \(\delta_{\mu\nu}\),

\[
A(p^2)=1+2\int_qD(p-q)\frac{p\cdot q}{p^2}\frac{A}{\Delta},\qquad
B(p^2)=m+4\int_qD(p-q)\frac{B}{\Delta}.
\]

For \(m=0\), iteration from a positive \(B\) gives a solution with broken symmetry that has \(A(0)=1.91\) and \(B(0)=0.292\) GeV.

**The identity.** Take \(m=20\) MeV and spacelike \(P=0.5\) GeV, and solve the ladder equation separately for the two vertices. At \(k=0.529\) GeV with \(\cos(k,P)=0.446\), the coefficients of \(i\gamma_5\) obey

\[
0.5359-0.1470=0.3890\ \text{GeV},
\]

up to rounding in the last digit. The terms are, in order, those of the inverse propagators, of \(2im\Gamma_5\) and of \(P_\mu\Gamma_{5\mu}\). For the matrix \(\gamma_5\gamma_\mu P_\mu/|P|\), with the remaining \(\gamma_5\gamma_\mu\) part taken normal to \(P\), they are \(0.7906-0.0217=0.7689\) GeV, where the tree value would be \(|P|=0.5\) GeV. For \(k<1\) GeV the largest violation is \(4\times10^{-7}\) of the largest component of \(W\), which is numerical error.

**The massless state.** At \(m=0\) and \(P=0\) the homogeneous equation has a solution when its integral operator has eigenvalue 1. The computed largest eigenvalue is \(1.00000001\), and \(E(k)/E(0)\) agrees with \(B(k)/B(0)\) to \(6\times10^{-9}\) for \(k<1.5\) GeV. At \(k=0.529\) GeV both ratios are 0.5414; here the argument 0 stands for the lowest grid momentum, about 5 MeV.

The pole can be watched as it builds up. Near \(k=0\) the coefficient of \(i\gamma_5\) in the axial vertex along \(P\) is 2.857 at \(P=0.2\) GeV and 11.67 at 0.05 GeV. Multiplied by \(P/2B(0)\), these become 0.978 and 0.9986. The distance from 1 falls about sixteenfold when \(P\) falls fourfold. This is the expected quadratic correction, since the identity fixes the coefficient through \(B(k_+^2)+B(k_-^2)\), which is even in \(P\).

**The massive state.** Here \(M\) comes from the eigenvalue condition continued to \(P^2=-M^2\), while \(r/f\) comes from integrals over \(\chi\).

| \(m\) (MeV) | \(M\) (MeV) | \(r/f\) (GeV) |
|---|---|---|
| 5 | 126 | 1.593 |
| 10 | 177 | 1.567 |
| 20 | 249 | 1.550 |

For \(m=5\) MeV the relation gives \(M^2=2\times0.005\times1.593=0.01593\ \text{GeV}^2\), hence \(M=126\) MeV, as found from the eigenvalue. From 5 to 20 MeV, \(M^2\) grows by a factor 3.89 instead of 4. The slow decrease of \(r/f\) accounts for the difference: linearity in \(m\) is approximate, whereas \(fM^2=2mr\) holds at each mass to the numerical accuracy.

**A mismatched truncation.** Weaken the ladder kernel by 2% and leave the self-energy alone. In the massive test above, the violation of the identity rises to 5% of the largest component of \(W\). At \(m=0\) the eigenvalue at \(P=0\) drops to 0.98, and the condition for a bound state is first met at \(M=84\) MeV. With \(r/f\approx1.6\) GeV, a true fermion mass of about \(0.084^2/(2\times1.6)\ \text{GeV}\approx2\) MeV would have the same effect. Judged by the bound-state mass alone, a ladder kernel that is slightly too weak thus passes for explicit symmetry breaking. One that is slightly too strong has an eigenvalue above 1 at \(P=0\); the condition is then met at a spacelike \(P\), which means \(M^2<0\).

**No generated mass.** For \(\kappa=1\) and \(m=0\), an iteration started from a nonzero \(B\) returns to \(B=0\) within the tolerance of the iteration. The largest eigenvalue at \(P=0\) is then 0.43, so the ladder equation has no massless pseudoscalar bound state. Chiral symmetry of the equations is therefore not sufficient; the massless state is forced when the propagator breaks that symmetry.

The numerical output below lists most of these values, many of them with more digits.

## Numbers as computed

```
omega = 0.50 GeV, kappa = 6.0 (dimensionless)
Identity test: m = 20 MeV, P = 0.50 GeV spacelike
sample point: k = 0.5288 GeV, cos(k,P) = 0.4457
i*g5 part: P.Gamma_5mu = 0.388967 GeV
  inverse-propagator terms = 0.535943 GeV
  mass term 2im*Gamma_5 = 0.146976 GeV
g5*gamma_P part: P.Gamma_5mu = 0.768924 GeV
  inverse-propagator terms = 0.790601 GeV
  mass term 2im*Gamma_5 = 0.021677 GeV
ladder strength 1.00: max relative violation (k < 1 GeV) = 3.9e-07
ladder strength 0.98: max relative violation (k < 1 GeV) = 5.0e-02
Chiral limit m = 0: A(0) = 1.9095, B(0) = 0.2922 GeV
ladder eigenvalue at P = 0: 1.00000001
max |E(k)/E(0) - B(k)/B(0)| for k < 1.5 GeV: 5.8e-09
k = 0.5288 GeV: E/E(0) = 0.541357, B/B(0) = 0.541357
k = 0.9677 GeV: E/E(0) = 0.148130, B/B(0) = 0.148130
P = 0.20 GeV: i*g5 part of axial vertex = 2.8566, P*vertex/(2B) = 0.97761
P = 0.05 GeV: i*g5 part of axial vertex = 11.6716, P*vertex/(2B) = 0.99859
m = 5 MeV: M = 126.23 MeV, r/f = 1.59329 GeV
  M^2 = 0.015933 GeV^2, 2mr/f = 0.015933 GeV^2
m = 10 MeV: M = 177.02 MeV, r/f = 1.56682 GeV
  M^2 = 0.031337 GeV^2, 2mr/f = 0.031336 GeV^2
m = 20 MeV: M = 249.01 MeV, r/f = 1.55013 GeV
  M^2 = 0.062005 GeV^2, 2mr/f = 0.062005 GeV^2
m = 0, ladder weakened by 2%: M = 84.32 MeV
kappa = 1.0, m = 0: max B = 1.4e-14 GeV, eigenvalue at P = 0: 0.42860
```
